# Hostler's Closed Form of the Schrödinger–Coulomb Green Function

An electron of mass \(m\) moves in the field of a fixed point charge \(Ze\), with the Hamiltonian
\[
H=-\frac{\hbar^2}{2m}\nabla^2-\frac{Ze^2}{4\pi\varepsilon_0 r}.
\]
Its Green function, defined by \((H_1-E)\,G(\mathbf r_1,\mathbf r_2;E)=\delta^3(\mathbf r_1-\mathbf r_2)\) with \(H_1\) acting on \(\mathbf r_1\), is
\[
G=\frac{m}{2\pi\hbar^2}\,g,\qquad
g=\frac{\Gamma(1-\nu)}{\kappa\rho}\left(\frac{\partial}{\partial y}-\frac{\partial}{\partial x}\right)W_{\nu,1/2}(\kappa x)\,M_{\nu,1/2}(\kappa y). \tag{1}
\]
The lengths in it are
\[
\rho=|\mathbf r_1-\mathbf r_2|,\quad s=r_1+r_2,\quad x=s+\rho,\quad y=s-\rho,\quad a=\frac{4\pi\varepsilon_0\hbar^2}{mZe^2},
\]
and the energy enters through \(\kappa=\sqrt{-2mE}/\hbar\), with \(\operatorname{Re}\kappa>0\), and \(\nu=1/(\kappa a)\). For \(E<0\) the formula requires \(\nu\neq1,2,3,\dots\), since at these values \(E\) is a bound level. The three variables \(r_1,r_2,\rho\) on which a rotationally invariant function may depend have been reduced to two.

This is the nonrelativistic, spinless function. A reason why the reduction fails in a relativistic equation appears below.

The Whittaker functions are defined through the confluent hypergeometric functions \({}_1F_1\) and \(U\),
\[
\begin{aligned}
M_{\nu,\mu}(z)&=e^{-z/2}z^{\mu+1/2}\,{}_1F_1(\mu+\tfrac12-\nu;\,2\mu+1;\,z),\\
W_{\nu,\mu}(z)&=e^{-z/2}z^{\mu+1/2}\,U(\mu+\tfrac12-\nu,\,2\mu+1,\,z).
\end{aligned}
\]
Both solve \(w''=[\tfrac14-\nu/z+(\mu^2-\tfrac14)/z^2]\,w\). \(M\) is the solution regular at the origin; \(W\) behaves as \(z^{\nu}e^{-z/2}\) at large \(z\). With \(M\) and \(W\) short for the functions with \(\mu=\tfrac12\), and primes for derivatives with respect to the argument, carrying out the derivatives in (1) gives
\[
g=\frac{\Gamma(1-\nu)}{\rho}\,\bigl[W(\kappa x)M'(\kappa y)-W'(\kappa x)M(\kappa y)\bigr]. \tag{2}
\]

To derive this, multiply the equation for \(G\) by \(2m/\hbar^2\). The potential becomes \(-(2/a)/r_1=-2\kappa\nu/r_1\), and the source becomes \((2m/\hbar^2)\delta^3\). Inserting \(G=mg/(2\pi\hbar^2)\) leaves
\[
\left(-\nabla_1^2+\kappa^2-\frac{2\kappa\nu}{r_1}\right)g=4\pi\,\delta^3(\mathbf r_1-\mathbf r_2). \tag{3}
\]
With \(\theta\) the angle between \(\mathbf r_1\) and \(\mathbf r_2\), expand
\[
g=\sum_{l=0}^\infty(2l+1)P_l(\cos\theta)\,\frac{u_l(r_1,r_2)}{r_1r_2},\qquad
4\pi\delta^3(\mathbf r_1-\mathbf r_2)=\frac{\delta(r_1-r_2)}{r_1r_2}\sum_{l=0}^\infty(2l+1)P_l(\cos\theta). \tag{4}
\]
Each radial function then obeys
\[
\left(-\frac{d^2}{dr_1^2}+\frac{l(l+1)}{r_1^2}+\kappa^2-\frac{2\kappa\nu}{r_1}\right)u_l=\delta(r_1-r_2).
\]
Away from the source, the variable \(z=2\kappa r_1\) turns this into Whittaker's equation with \(\mu^2-\tfrac14=l(l+1)\), so \(\mu=l+\tfrac12\). Regularity at the origin and decay at infinity require
\[
u_l=C_l\,M_{\nu,l+1/2}(2\kappa r_<)\,W_{\nu,l+1/2}(2\kappa r_>),
\]
where \(r_<\) and \(r_>\) are the smaller and larger radius. Integrating the radial equation across \(r_1=r_2\) shows that the slope of \(u_l\) drops by 1 there, hence \(2\kappa C_l(M'W-MW')=1\). The Wronskian \(M'W-MW'\) is constant, because Whittaker's equation has no first-derivative term, and can be evaluated at small \(z\), where
\[
M_{\nu,l+1/2}\simeq z^{l+1},\qquad W_{\nu,l+1/2}\simeq\frac{(2l)!}{\Gamma(l+1-\nu)}z^{-l}.
\]
It equals \((l+1+l)(2l)!/\Gamma(l+1-\nu)=(2l+1)!/\Gamma(l+1-\nu)\), and therefore
\[
u_l=\frac{\Gamma(l+1-\nu)}{2\kappa\,(2l+1)!}\,M_{\nu,l+1/2}(2\kappa r_<)\,W_{\nu,l+1/2}(2\kappa r_>). \tag{5}
\]

Now suppose that \(g\) depends on \(s\) and \(\rho\) alone. The s wave then determines it completely. Averaging (4) over \(\cos\theta\) removes every term with \(l>0\):
\[
\frac{u_0(r_1,r_2)}{r_1r_2}=\frac12\int_{-1}^{1}g\,d(\cos\theta).
\]
At fixed radii, \(\rho^2=r_1^2+r_2^2-2r_1r_2\cos\theta\) gives \(\rho\,d\rho=-r_1r_2\,d(\cos\theta)\), while \(s\) does not change. With \(\rho_0=|r_1-r_2|\),
\[
u_0(r_1,r_2)=\frac12\int_{\rho_0}^{s}g(s,\rho')\,\rho'\,d\rho',\qquad r_>=\frac{s+\rho_0}{2},\quad r_<=\frac{s-\rho_0}{2}.
\]
Differentiation with respect to the lower limit at fixed \(s\) gives \(\partial u_0/\partial\rho_0=-\tfrac12\rho_0\,g(s,\rho_0)\). Since \(\rho_0\) runs through all values from 0 to \(s\), it may be renamed \(\rho\), and then \(r_>=x/2\), \(r_<=y/2\). Define
\[
\Phi=2u_0=\frac{\Gamma(1-\nu)}{\kappa}\,W(\kappa x)M(\kappa y),\qquad g=-\frac1\rho\frac{\partial\Phi}{\partial\rho}\bigg|_s. \tag{6}
\]
Because \(\partial_\rho|_s=\partial_x-\partial_y\), this is formula (1). So far it is a candidate: if a solution of the assumed kind exists, it must be this one. It remains to show that the candidate satisfies (3).

For a function of \(s\) and \(\rho\), the gradients with respect to \(\mathbf r_1\) are the unit vectors \(\nabla_1s=\mathbf r_1/r_1\) and \(\nabla_1\rho=(\mathbf r_1-\mathbf r_2)/\rho\), and \(\nabla_1^2s=2/r_1\), \(\nabla_1^2\rho=2/\rho\). With subscripts for partial derivatives,
\[
\nabla_1^2g=g_{ss}+g_{\rho\rho}+\frac2{r_1}g_s+\frac2\rho g_\rho+2c\,g_{s\rho},
\]
where \(c\) is the scalar product of the two unit vectors. From \(\mathbf r_1\cdot\mathbf r_2=(r_1^2+r_2^2-\rho^2)/2\) and \(r_1^2-r_2^2=s(2r_1-s)\),
\[
c=\frac{r_1^2-r_2^2+\rho^2}{2r_1\rho}=\frac s\rho-\frac{s^2-\rho^2}{2r_1\rho}.
\]
The wave equation away from the source thus contains \(r_1\) explicitly through the powers \(r_1^0\) and \(r_1^{-1}\). At given \(s\) and \(\rho\), \(r_1\) can still vary between \(y/2\) and \(x/2\), so the two coefficients must vanish separately:
\[
g_{ss}+g_{\rho\rho}+\frac2\rho g_\rho+\frac{2s}{\rho}g_{s\rho}-\kappa^2g=0, \tag{7}
\]
\[
2g_s-\frac{s^2-\rho^2}{\rho}g_{s\rho}+2\kappa\nu g=0. \tag{8}
\]

These are two conditions on one function, and the Coulomb potential makes them compatible. Whittaker's equation with \(\mu=\tfrac12\) gives
\[
\Phi_{xx}=\left(\frac{\kappa^2}4-\frac{\kappa\nu}x\right)\Phi,\qquad
\Phi_{yy}=\left(\frac{\kappa^2}4-\frac{\kappa\nu}y\right)\Phi.
\]
With \(\partial_s=\partial_x+\partial_y\), \(\partial_\rho=\partial_x-\partial_y\), \(x-y=2\rho\), \(x+y=2s\) and \(xy=s^2-\rho^2\), the difference and the sum of these equations are
\[
\Phi_{s\rho}=\Phi_{xx}-\Phi_{yy}=\kappa\nu\,\frac{x-y}{xy}\,\Phi=\frac{2\kappa\nu\rho}{s^2-\rho^2}\,\Phi, \tag{9}
\]
\[
\Phi_{ss}+\Phi_{\rho\rho}=2(\Phi_{xx}+\Phi_{yy})=\kappa^2\Phi-\frac{4\kappa\nu s}{s^2-\rho^2}\,\Phi=\kappa^2\Phi-\frac{2s}\rho\,\Phi_{s\rho}. \tag{10}
\]
Now \(\Phi_\rho=-\rho g\), and so \(\Phi_{s\rho}=-\rho g_s\). Equation (9) becomes \(-(s^2-\rho^2)g_s=2\kappa\nu\Phi\). Its derivative with respect to \(\rho\) is
\[
2\rho g_s-(s^2-\rho^2)g_{s\rho}=-2\kappa\nu\rho g,
\]
which after division by \(\rho\) is (8). Equation (10) becomes \(\Phi_{ss}+\Phi_{\rho\rho}-2sg_s=\kappa^2\Phi\), with the derivative
\[
-\rho g_{ss}-(\rho g_{\rho\rho}+2g_\rho)-2sg_{s\rho}=-\kappa^2\rho g,
\]
which after division by \(-\rho\) is (7). The candidate therefore solves the wave equation away from the source.

The strength of the source follows from the Wronskian. As \(\rho\to0\), both arguments in (2) tend to \(\kappa s\), the bracket tends to \(WM'-W'M=1/\Gamma(1-\nu)\), and \(\rho g\to1\). This limit does not depend on \(s\), and the bracket is analytic in \(s\) and \(\rho\) near \(\rho=0\), \(s>0\). Hence \(g=1/\rho+h\), with \(h\) and its gradient bounded. The flux of \(\nabla_1(1/\rho)\) through a small sphere around \(\mathbf r_2\) is \(-4\pi\), and that of \(\nabla_1h\) vanishes with the radius, so \(-\nabla_1^2g\) supplies \(4\pi\delta^3(\mathbf r_1-\mathbf r_2)\).

No other source is present. At \(r_1=0\), \(g\) has a bounded gradient, whose flux through a small sphere vanishes. On the line \(y=0\), where the nucleus lies between the two points, \(M(\kappa y)\) is analytic. For \(r_1\to\infty\), \(y\) never exceeds \(2r_2\), while \(x\) grows as \(2r_1\), and \(g\) decays as \(r_1^{\nu-1}e^{-\kappa r_1}\). The difference of two decaying solutions of (3) would be a normalizable eigenfunction of \(H\) at energy \(E\). By the small-\(z\) form of \(W\), a decaying radial solution is regular at the origin only when \(1/\Gamma(l+1-\nu)=0\), that is for \(\nu=l+1,l+2,\dots\). These values are excluded, so the solution is unique and (1) is proved. The sign of \(\nu\) was not used: a repulsive centre has \(\nu<0\), and then \(\Gamma(1-\nu)\) has no poles.

The separation into powers of \(r_1\) also shows what destroys the result. Add a term \(-\tau/r_1^2\) to the operator in (3). For a function of \(s\) and \(\rho\) alone, the coefficient of \(r_1^{-2}\) in the wave equation is then \(\tau g\), which must vanish by itself, so \(g=0\). The Klein–Gordon equation contains such a term, because the square of the Coulomb potential enters it with \(\tau=(Z\alpha)^2\), \(\alpha\) being the fine-structure constant. The squared Dirac equation contains it too, together with a spin-dependent term in \(1/r^2\). The scalar argument does not settle the matrix case, but the derivation of (1) does not carry over to it.

Several limits show how the formula works. Without the charge, \(\nu=0\), \(M(z)=2\sinh(z/2)\) and \(W(z)=e^{-z/2}\). The bracket in (2) is
\[
e^{-\kappa x/2}\left(\cosh\frac{\kappa y}2+\sinh\frac{\kappa y}2\right)=e^{-\kappa(x-y)/2}=e^{-\kappa\rho},
\]
and \(g=e^{-\kappa\rho}/\rho\), the free function.

With one point at the nucleus, \(r_2=0\), one has \(s=\rho=r_1\), \(y=0\), \(M(0)=0\) and \(M'(0)=1\), so that \(g=\Gamma(1-\nu)W(2\kappa r_1)/r_1\). This is the s wave alone: the higher terms of (4) vanish as \(r_2^l\).

For coinciding points at radius \(r\), the finite part \(h\) is the derivative of \(\rho g\) with respect to \(\rho\) at \(\rho=0\). Differentiating the bracket in (2) gives \(\kappa(2W'M'-W''M-WM'')\), and Whittaker's equation removes the second derivatives:
\[
\lim_{\rho\to0}\left(g-\frac1\rho\right)=2\kappa\,\Gamma(1-\nu)\left[W'M'-\left(\frac14-\frac\nu z\right)WM\right]_{z=2\kappa r}.
\]
For \(\nu=0\) this is \(-\kappa\), as the expansion of \(e^{-\kappa\rho}/\rho\) requires.

Near the ground level \(E_1=-\hbar^2/(2ma^2)\), \(\nu\to1\) and \(\Gamma(1-\nu)\simeq1/(1-\nu)\). Both Whittaker functions become \(ze^{-z/2}\), and the bracket is
\[
e^{-\kappa(x+y)/2}\left[\kappa x\left(1-\frac{\kappa y}2\right)-\left(1-\frac{\kappa x}2\right)\kappa y\right]=2\kappa\rho\,e^{-\kappa s}.
\]
From \(E=E_1/\nu^2\) follows \(E_1-E\simeq\hbar^2(1-\nu)/(ma^2)\), and with \(\kappa\to1/a\)
\[
(E_1-E)\,G\to\frac{\hbar^2}{ma^2}\,\frac m{2\pi\hbar^2}\,\frac2a\,e^{-s/a}=\frac{e^{-(r_1+r_2)/a}}{\pi a^3}=\psi_{1s}(\mathbf r_1)\,\psi_{1s}(\mathbf r_2).
\]
This is the pole that an expansion of \(G\) in eigenfunctions demands, and it fixes sign and prefactor independently of the source argument.

Positive energies are reached from \(E+i0\), where \(\kappa\to-ik\) with \(k=\sqrt{2mE}/\hbar\), and \(\nu=i/(ka)\). Then \(W(\kappa x)\) contains \(e^{ikx/2}\), which for large \(r_1\) is the outgoing wave \(e^{ikr_1}\) up to a phase that depends only on the direction of \(\mathbf r_1\) and the slowly varying Coulomb factor \((-ikx)^\nu\).

For a numerical case take \(Z=10\), \(E=-500\) eV, \(r_1=6\) pm, \(r_2=10\) pm and \(\theta=60^\circ\). Then \(a=5.2918\) pm, and the energy lies between the levels \(E_1=-1360.6\) eV and \(E_2=-340.1\) eV. Further,
\[
\rho=\sqrt{36+100-60}\ \text{pm}=8.7178\ \text{pm},\qquad \kappa=0.114558\ \text{pm}^{-1},\qquad \nu=1.64959,
\]
so \(\kappa x=2.83161\) and \(\kappa y=0.83423\). Evaluating the Whittaker functions from their hypergeometric definitions gives \(W=0.820385\), \(W'=0.261932\), \(M=0.392754\), \(M'=0.075669\) and \(\Gamma(1-\nu)=-3.914838\). Formula (2) becomes
\[
g=\frac{-3.914838}{8.7178\ \text{pm}}\,(0.062077-0.102875)=0.018321\ \text{pm}^{-1}.
\]
Multiplication by \(m/(2\pi\hbar^2)=2.08866\times10^{-6}\ \text{eV}^{-1}\text{pm}^{-2}\) yields
\[
G=3.8266\times10^{-8}\ \text{eV}^{-1}\text{pm}^{-3}=2.3884\times10^{47}\ \text{J}^{-1}\text{m}^{-3}.
\]
The free function at the same \(\kappa\) and \(\rho\) is \(0.04225\ \text{pm}^{-1}\), so the charge changes \(g\) by more than a factor of two here.

The partial-wave sum (4) with the radial functions (5), cut off at \(l=L\), approaches the same value:

| \(L\) | \(g\) in pm\(^{-1}\) |
|---|---|
| 0 | −0.0641127899 |
| 1 | 0.0392982733 |
| 5 | 0.0164104162 |
| 10 | 0.0182361847 |
| 20 | 0.0183211764 |
| 40 | 0.0183207277 |
| closed form | 0.0183207277 |

The s-wave term is negative because \(\Gamma(1-\nu)<0\) between the two lowest levels, while the product of its Whittaker functions is positive here. The p wave, with \(\Gamma(2-\nu)>0\), adds \(0.1034\ \text{pm}^{-1}\), so the final value is a small remainder of larger terms. The radial functions can also be found without Whittaker functions, by solving the radial equation with central differences (step 0.01 pm, outer boundary at 280 pm). The sum up to \(l=40\) is then \(0.01832074\ \text{pm}^{-1}\), which differs from the closed form by \(9\times10^{-7}\) of its value.

The rate of convergence follows from the radial equation at large \(l\). The centrifugal term dominates, the solutions become \(r^{l+1}\) and \(r^{-l}\), and the unit drop in slope gives \(u_l\simeq r_<^{l+1}r_>^{-l}/(2l+1)\). The terms of (4) approach
\[
\frac1{r_>}\left(\frac{r_<}{r_>}\right)^lP_l(\cos\theta).
\]
For the radii above the factor in front of \(P_l\) falls as \(0.6^l\). For equal radii the geometric factor is 1, and the decay is left to \(P_l\), whose amplitude at large \(l\) is \(\sqrt{2/(\pi l\sin\theta)}\).

This can be seen without changing \(g\). The triangle \(r_1=r_2=8\) pm, \(\cos\theta=0.40625\), has the same \(s=16\) pm and the same \(\rho\), hence the same closed-form value. Its partial sums are \(0.0276\ \text{pm}^{-1}\) at \(L=40\), \(0.0098\) at \(L=59\) and \(0.0230\) at \(L=60\). The last step, \(0.0132\ \text{pm}^{-1}\), nearly reaches the amplitude estimate \(0.108/(8\ \text{pm})=0.0135\ \text{pm}^{-1}\), because \(P_{60}\) is near a maximum of its oscillation at this angle; the step before it, to \(L=59\), is only \(0.0032\ \text{pm}^{-1}\). Between \(L=51\) and \(L=60\) the error still reaches 70% of the closed-form value. Here (2) replaces a slowly converging, oscillating sum by the values of two Whittaker functions, their derivatives and one gamma function.

A third triangle, \(r_1=5\) pm, \(r_2=11\) pm, \(\cos\theta=7/11\), again shares \(s\) and \(\rho\), and its partial-wave sum is \(0.0183207277\ \text{pm}^{-1}\), equal to that of the first triangle in all digits given. If \(l(l+1)\) is replaced by \(l(l+1)-(Z\alpha)^2\), with \((Z\alpha)^2=0.0053\), the sums for these two triangles differ by 1.0% of the first. The dependence on \(s\) and \(\rho\) alone is thus lost. The figure of 1.0% belongs to this energy and these triangles, and it does not measure the whole relativistic correction, since only one term has been added.

At \(E=+500\) eV, where \(k\) has the numerical value of the former \(\kappa\), the first triangle gives \(g=(-0.05627+0.07078\,i)\ \text{pm}^{-1}\). This is the outgoing wave; the incoming one, with \(\kappa\to ik\), gives the complex conjugate. The sign of the imaginary part depends on the geometry: for the same radii and \(\theta=180^\circ\) the outgoing function is \((-0.0121-0.1558\,i)\ \text{pm}^{-1}\). Below threshold, with real \(\kappa\) and \(\nu\), every factor in (2) is real and no such part exists.

All numerical values are calculated from the stated model.
